# Conditioning of the Hylleraas monomial basis for helium in double precision, part 1

(Sections cited here and not found follow in the second part.)

**One variable.** Take the functions \(x^n e^{-x/2}\), \(n=0,\dots,\Omega\), on \(0<x<\infty\). Since \(\int_0^\infty x^{k}e^{-x}dx=k!\), the overlap matrix scaled to unit diagonal is
\[ S_{mn}=\frac{(m+n)!}{\sqrt{(2m)!\,(2n)!}},\qquad S_{n,n+1}=\sqrt{\frac{2n+1}{2n+2}} . \]
Neighbours become parallel, but only as a power of \(n\). The exponential appears in the inverse. The Laguerre polynomials \(L_k(x)=\sum_n(-1)^n\binom kn x^n/n!\) have the generating function
\[ \sum_k w^kL_k(x)=\frac{e^{-xg}}{1-w},\qquad g=\frac{w}{1-w}, \]
because \(\sum_k\binom kn w^k=w^n/(1-w)^{n+1}\). Integrating the product of two such functions, at \(w\) and \(v\), against \(e^{-x}\) gives \(1/[(1-w)(1-v)+w(1-v)+v(1-w)]=1/(1-wv)\), so the \(L_k\) are orthonormal. Let \(B_{nk}=(-1)^n\binom kn\sqrt{(2n)!}/n!\) be the coefficient of \(L_k\) on the normalized monomial \(n\). Orthonormality reads \(B^TSB=1\), hence \(S^{-1}=BB^T\).

The central binomial coefficient is the largest of \(2n+1\) terms that sum to \(4^n\), so
\[ \frac{2^n n!}{\sqrt{2n+1}}\le\sqrt{(2n)!}\le 2^n n! . \]
Up to this slowly varying factor \(|B_{nk}|=\binom kn2^n\), and \(\sum_n\binom kn2^n=3^k\). The largest eigenvalue of \(BB^T\) is at most its trace, \(\sum_{n,k}B_{nk}^2\le\sum_{k\le\Omega}9^k\), and at least the square of any entry of \(B\); the largest entry of column \(\Omega\) is at least \(3^\Omega/[(\Omega+1)\sqrt{2\Omega+1}]\). Thus \(1/\lambda_{\min}\) grows as \(9^\Omega\) up to powers of \(\Omega\). An orthonormal function of degree \(\Omega\) is a sum of normalized monomials with alternating coefficients of size \(3^\Omega\) that cancel down to norm one.

**Back-of-envelope count for helium.** The factor 3 is a pole. Replace \(x^n\) by \((-1)^n2^nn!\), the monomial norm with the sign that removes the cancellation. The generating function becomes \((1-w)^{-1}\sum_n(2g)^n=1/(1-3w)\), whose coefficients are \(3^k\). For helium the three orthogonal variables are linear combinations of the Hylleraas variables \(s,t,u\), namely \(s-u\), \((u+t)/2\) and \((u-t)/2\). If \(s,t,u\) are replaced by numbers of modulus one, the moduli of these combinations add up to at most \(A=2+\sqrt2=3.414\), in place of the single 1 above. With \(|g|\le R/(1-R)\) for \(|w|\le R\), a pole needs \(2AR/(1-R)\ge1\), so the growth per degree is at most \(1/R=1+2A=7.83\). The condition number then gains at most \(2\log_{10}7.83=1.79\) digits per order. Double precision has unit roundoff \(\varepsilon=2^{-53}=1.1102\times10^{-16}\), or 15.95 digits, which are used up near \(\Omega\approx15.95/1.79\approx9\). This count uses a bound on the rate as if it were the rate and ignores all power-law factors; the rate is derived below, while the power-law factors are not derived and are only absorbed by calibrating on one computed order.

**The basis and its overlap.** The system is helium with a fixed nucleus, nonrelativistic, in a singlet S state. With \(\eta=2\zeta\) define the dimensionless \(s=\eta(r_1+r_2)\), \(t=\eta(r_1-r_2)\), \(u=\eta r_{12}\). The basis is \(s^lt^pu^ne^{-s/2}\) with \(p\) even (exchange symmetry) and degree \(d=l+p+n\le\Omega\); its size is \(N\le(\Omega+1)^3\). For functions of \(r_1,r_2,r_{12}\) the volume element is \(4\pi r_1^2dr_1\,2\pi r_2^2dr_2\,d\cos\theta\), and \(r_{12}^2=r_1^2+r_2^2-2r_1r_2\cos\theta\) gives \(|d\cos\theta|=r_{12}dr_{12}/(r_1r_2)\). With \(r_1r_2=(s^2-t^2)/4\eta^2\) and \(dr_1dr_2=ds\,dt/2\eta^2\) this is \(\pi^2\eta^{-6}u(s^2-t^2)\,ds\,dt\,du\) on \(|t|\le u\le s\). Integrands are even in \(t\), so the region \(0\le t\le u\le s\) is used and the constant \(2\pi^2\eta^{-6}\) is dropped. Integrating \(t\), then \(u\), then \(s\),
\[ I(L,P,M)=\int s^Lt^Pu^Me^{-s}=\frac{(L+P+M+2)!}{(P+1)(P+M+2)} . \]
The overlap of two monomials with exponent sums \(L,P,M\) is \(I(L+2,P,M+1)-I(L,P+2,M+1)\), that is
\[ (L+P+M+5)!\;\alpha,\qquad \alpha=\frac1{(P+1)(Q+3)}-\frac1{(P+3)(Q+5)}=\frac{2P+2Q+12}{(P+1)(P+3)(Q+3)(Q+5)}, \]
with \(Q=M+P\). For a squared norm \(P,Q\le2d\), so \((2d+5)^{-4}\le\alpha\le1\), and \((2d)!\le(2d+5)!\le(2d+5)^5(2d)!\). With the binomial inequality above, the norm \(\nu\) of a monomial of degree \(d\) equals \(2^dd!\) times a factor between \((2d+5)^{-5/2}\) and \((2d+5)^{5/2}\).

From here on \(S\) is the overlap scaled to unit diagonal, and \(\kappa=\lambda_{\max}/\lambda_{\min}\). This scaling removes \(\zeta\), and the nuclear charge never entered: \(\kappa\) belongs to this basis and this scaling, not to helium. The trace is \(N\) and each diagonal element is 1, so \(1\le\lambda_{\max}\le N\), and any exponential sits in \(1/\lambda_{\min}\).

**Reduction to coefficients.** Put \(X=s-u\), \(Y=(u+t)/2\), \(Z=(u-t)/2\). The conditions \(|t|\le u\le s\) become \(X,Y,Z\ge0\), and \(s=X+Y+Z\), \(u=Y+Z\), \(s+t=X+2Y\), \(s-t=X+2Z\). The Jacobian gives \(ds\,dt\,du=2\,dX\,dY\,dZ\), and the 2 cancels against the restriction to \(t\ge0\). The reflection \(t\to-t\) swaps \(Y\) and \(Z\), so the functions
\[ \phi_{abc}=n_{bc}L_a(X)\,[L_b(Y)L_c(Z)+L_c(Y)L_b(Z)],\qquad b\le c,\quad a+b+c\le\Omega, \]
with \(n_{bc}=1/\sqrt2\) for \(b<c\) and \(1/2\) for \(b=c\), span the same polynomials and are orthonormal under the weight \(e^{-s}\) alone. Let \(B\) hold their coefficients on normalized monomials and \(G\) their overlap with the true weight \(\mathcal W e^{-s}\), \(\mathcal W=(Y+Z)(X+2Y)(X+2Z)\). Then \(B^TSB=G\), and
\[ S^{-1}=B\,G^{-1}B^T . \]

The matrix \(G\) is only polynomially ill-conditioned. For a unit vector \(y\) and \(f=\sum y\,\phi\), the integrand \(\mathcal Wf^2\) has degree at most \(2\Omega+3\) in each variable, so the product Gauss–Laguerre rule with \(k=\Omega+2\) nodes, exact to degree \(2k-1\), evaluates \(y^TGy\) exactly. Its weights are positive and it gives 1 for \(f^2\), so \(y^TGy\) is an average of \(\mathcal W\) over nodes. From \((X+2Y)(X+2Z)\ge2X(Y+Z)\) and \((Y+Z)^2\ge4YZ\) follows \(\mathcal W\ge8XYZ\); from \(u\le s\) and \(s^2-t^2\le s^2\) follows \(\mathcal W\le s^3\). The nodes \(x_i\) are the zeros of \(L_k\), all positive, with \(\sum1/x_i=-L_k'(0)/L_k(0)=k\), so \(x_i\ge1/k\). They are also the eigenvalues of the tridiagonal matrix of the recurrence \(xL_j=-(j+1)L_{j+1}+(2j+1)L_j-jL_{j-1}\), \(j<k\), and Gershgorin's theorem gives \(x_i\le4j+2<4k\). Therefore
\[ \frac{8}{(\Omega+2)^3}\le\lambda(G)\le[12(\Omega+2)]^3 . \]
If \(\beta\) is the largest \(|B_{ij}|\), then \(\beta^2\le\lambda_{\max}(BB^T)\le N^2\beta^2\), and \(1/\lambda_{\min}(S)\) lies between \(\beta^2/\lambda_{\max}(G)\) and \(N^2\beta^2/\lambda_{\min}(G)\). So \(\kappa\) equals \(\beta^2\) up to powers of \(\Omega\).

**The rate.** Write \(L_a(X)L_b(Y)L_c(Z)=\sum c_{lpn}\,s^lt^pu^n\) and, for phases \(\sigma,\tau,\upsilon\) of modulus one, define \(F_{abc}=\sum c_{lpn}\,\sigma^l\tau^p\upsilon^n\,2^dd!\). The product of three generating functions is \(\prod_i(1-w_i)^{-1}\exp(-Xg_1-Yg_2-Zg_3)\). Its part of degree \(d\) in \(s,t,u\) is \((-Xg_1-Yg_2-Zg_3)^d/d!\). Substituting the phases turns \((X,Y,Z)\) into \(\xi=(\sigma-\upsilon,\ (\upsilon+\tau)/2,\ (\upsilon-\tau)/2)\), the factor \(2^dd!\) leaves \((-2\,\xi\cdot g)^d\), and the geometric series gives
\[ \sum_{abc}w_1^aw_2^bw_3^c\,F_{abc}=\frac{1}{\prod_i(1-w_i)\;D},\qquad D=1+2\sum_i\xi_ig_i . \]
To find where \(D\) can vanish, invert \(g=w/(1-w)\) to \(w=g/(1+g)\). The condition \(|w|\le R<1\) is \(|g|^2(1-R^2)-2R^2\,\mathrm{Re}\,g\le R^2\), and completing the square gives the disc
\[ |g-\gamma|\le r,\qquad \gamma=\frac{R^2}{1-R^2},\qquad r=\frac{R}{1-R^2}. \]
Because \(\sum\xi_i=\sigma\), one has \(D=1+2\gamma\sigma+2\sum\xi_i(g_i-\gamma)\), and so \(|D|\ge1-2\gamma-2r\sum|\xi_i|\). Now \(|\sigma-\upsilon|\le2\), and \(|\upsilon+\tau|^2+|\upsilon-\tau|^2=4\) implies \(|\xi_2|+|\xi_3|\le\sqrt2\), so \(\sum|\xi_i|\le A=2+\sqrt2\). Multiplying \(1-2\gamma-2rA=0\) by \(1-R^2\) gives \(1-3R^2-2AR=0\), and dividing by \(R^2\),
\[ \frac1R=A+\sqrt{A^2+3}. \]
Here \(A^2+3=9+4\sqrt2=(1+2\sqrt2)^2\), so \(1/R=3(1+\sqrt2)=7.2426\). It is smaller than the envelope value \(1+2A\) because the disc is off centre: the centres contribute through \(\sum\xi_i=\sigma\), of modulus 1, and only the radius is multiplied by \(A\).

Upper bound: for any \(R'<R\), \(|D|\) exceeds some \(\delta>0\) on \(|w_i|\le R'\) for all phases, and Cauchy's estimate gives \(|F_{abc}|\le R'^{-(a+b+c)}/[(1-R')^3\delta]\). Each \(c_{lpn}2^dd!\) is a Fourier coefficient of \(F_{abc}\) in the three phase angles and obeys the same bound. Hence \(\beta\le R'^{-\Omega}\) times a constant and a power of \(\Omega\).

Lower bound: choose \(\sigma=-1\), \(\upsilon=1\), \(\tau=i\), so that \(\xi=(-2,\ e^{i\pi/4}/\sqrt2,\ e^{-i\pi/4}/\sqrt2)\), and \(g_i^*=\gamma-r|\xi_i|/\xi_i\), which lies on the rim \(|w_i|=R\). Then \(D=1-2\gamma-2rA=0\). The singlet basis sees only the part even in \(\tau\), whose generating function contains \(\tfrac12[1/D(\tau)+1/D(-\tau)]\). At this point \(D(i)-D(-i)=2i(g_2^*-g_3^*)\) and \(g_2^*-g_3^*=r(e^{i\pi/4}-e^{-i\pi/4})=i\sqrt2\,r\ne0\), so the second term is finite and the pole survives. The even part of \(F_{abc}\) is bounded by \(\beta(a+b+c)\) times a power of the degree. If \(\beta\) grew no faster than \(R''^{-\Omega}\) with \(R''>R\), the series would converge beyond \(R\) and stay bounded at the pole, a contradiction. Together,
\[ \limsup_{\Omega\to\infty}\kappa^{1/\Omega}=\rho=[3(1+\sqrt2)]^2=52.46,\qquad \ln\rho=3.960,\qquad \log_{10}\rho=1.720 . \]
The theorem fixes neither the prefactor nor the ratio \(\kappa(\Omega)/\kappa(\Omega-1)\) at finite order. The same argument with the single variable \(s\) has \(A=1\) and \(\rho=(1+2)^2=9\), the opening case. With \(s,u\) only, \(\xi=(\sigma-\upsilon,\upsilon)\), \(A=3\) and \(\rho=(3+\sqrt{12})^2=41.78\); the powers of \(r_{12}\) account for most of the rise above 9. The numerical check tests all three values against a Stirling maximization of the coefficients of a different orthogonal basis (Legendre in \(t/u\), Jacobi in \(u/s\), Laguerre in \(s\)), and tests the generating function against one explicit coefficient sum. A basis of powers \(r_1^ir_2^jr_{12}^k\) is a different set of monomials with different norms, and the derivation above does not fix its rate.

**Measured growth.** The formula \(S^{-1}=BG^{-1}B^T\) turns \(\lambda_{\min}\) into the reciprocal of a largest eigenvalue, which double precision resolves when \(S\) itself cannot. Two extended-precision tests on the closed-form overlap support it: a direct diagonalization gives \(\kappa(5)=7.660\times10^8\), and a 60-digit Rayleigh quotient at \(\Omega=12\) gives \(4.367\times10^{-19}\), both equal to the computed values. Orders above 12 have no such check.

| \(\Omega\) | \(N\) | \(\lambda_{\min}\) | \(\kappa\) | ratio to \(\Omega-1\) |
|---|---|---|---|---|
| 2 | 7 | \(9.94\times10^{-4}\) | \(5.98\times10^{3}\) | 64.2 |
| 6 | 50 | \(9.29\times10^{-10}\) | \(3.60\times10^{10}\) | 47.0 |
| 9 | 125 | \(2.17\times10^{-14}\) | \(3.53\times10^{15}\) | 45.8 |
| 10 | 161 | \(5.98\times10^{-16}\) | \(1.61\times10^{17}\) | 45.7 |
| 11 | 203 | \(1.63\times10^{-17}\) | \(7.35\times10^{18}\) | 45.6 |
| 16 | 525 | \(2.07\times10^{-25}\) | \(1.40\times10^{27}\) | 45.1 |
| 24 | 1547 | \(3.17\times10^{-38}\) | \(2.50\times10^{40}\) | 46.0 |

The ratio is not monotonic in \(\Omega\) and has not come back to \(\rho\) in the computed range. It starts above \(\rho\), drops below it at \(\Omega=4\), flattens near 45.1 at \(\Omega=16\) and 20, which is 14% below \(\rho\), and has risen to 46.0 at \(\Omega=24\). In the range that matters for double precision the measured gain is 1.665 digits per order (mean over \(\Omega=4\) to 12) against the asymptotic 1.720. A least-squares fit \(\ln\kappa=a+b\,\Omega+\mu\ln\Omega+q/\Omega\) over \(\Omega=12\) to 24 gives \(b=3.959\) and \(\mu=-4.85\). The test asks only that \(b\) lie within 4% of \(\ln\rho\); the closer agreement is an accident of the window. Over \(\Omega=12\) to 20 the same fit gives \(b=3.850\) and \(\mu=-1.43\), so it neither confirms \(\rho\) nor determines an exponent. The rate rests on the derivation above, and the form of the prefactor remains open. For the Laguerre products the condition number is \(1.1\times10^4\), \(4.0\times10^5\) and \(1.9\times10^7\) at \(\Omega=6,12,24\), against \(2.5\times10^{40}\) for monomials spanning the same space at \(\Omega=24\).

The condition number of the scaled monomial overlap has been shown to grow at the asymptotic rate \(\rho=52.46\) per order, with a measured factor of about 45 to 46 at the orders relevant to double precision, while the form of the prefactor remains open. It remains to find the order at which double precision fails and what this does to the energy.
